# Signs in the Freysoldt correction for a defect of charge −1: test program

```python
"""Sign test of the Freysoldt correction for a defect of charge q = -1.

Result under test (energy to be added to the periodic-cell energy):
    E_corr = E_lat - q*C_U = E_lat + q*C_V
U     : potential energy of a charge +e (electrostatic potential times e)
V     : potential energy of an electron, V = -U
C_U   : far plateau of U_defect - U_model;  C_V : the same for V
E_lat : isolated minus periodic energy of a Gaussian model charge q
Rydberg units: e^2 = 2, lengths in bohr, energies in Ry, charges in e.
The defect is a Gaussian charge set in a medium whose permittivity is
EPS far away and smaller near the defect. The reference answer is the
directly computed isolated energy minus the periodic energy.
"""
import numpy as np
from scipy import fft
from scipy.constants import physical_constants
from scipy.integrate import simpson, cumulative_trapezoid
from scipy.special import erf, erfc

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
EPS, EPS_CENTRE, EPS_WIDTH = 10.0, 4.0, 1.5
DEFECT = [(3.0, 1.0), (-4.0, 1.8)]      # (charge, Gaussian width)
Q = sum(c for c, s in DEFECT)
SIGMA = 1.0                             # width of the model charge


def permittivity(r2):
    return EPS - (EPS - EPS_CENTRE) * np.exp(-r2 / (2 * EPS_WIDTH**2))


class Cell:
    """Periodic cubic cell with a plane-wave Poisson solver."""

    def __init__(self, side, points):
        self.side, self.points, self.vol = side, points, side**3
        m = fft.fftfreq(points, 1 / points)
        mz = fft.rfftfreq(points, 1 / points)
        self.m = np.meshgrid(m, m, mz, indexing="ij")
        self.g = [2 * np.pi / side * a for a in self.m]
        self.g2 = sum(a**2 for a in self.g)
        keep = self.g2 > 0
        for a in self.m:
            keep = keep & (np.abs(a) < points / 2)
        self.inv = np.where(keep, 1 / np.where(keep, self.g2, 1.0), 0.0)
        x = np.arange(points) * side / points
        x2 = np.minimum(x, side - x)**2
        self.eps = permittivity(x2[:, None, None] + x2[None, :, None]
                                + x2[None, None, :])

    def density(self, parts):
        return sum(c * np.exp(-s**2 * self.g2 / 2)
                   for c, s in parts) / self.vol

    def real(self, f):
        return fft.irfftn(f, s=(self.points,) * 3, norm="forward")

    def potential(self, n, eps):
        """Solve div(eps grad U) = -8 pi (n - mean n), with mean U = 0."""
        u = np.zeros(n.shape, complex)
        step = 2 / (EPS + EPS_CENTRE)
        for _ in range(40):
            div = sum(1j * g * fft.rfftn(eps * self.real(1j * g * u),
                                         norm="forward") for g in self.g)
            change = step * (8 * np.pi * n + div) * self.inv
            u = u + change
        assert np.abs(change).max() < 1e-11
        return u

    def energy(self, n, u):
        return 0.5 * self.vol * np.mean(self.real(n) * self.real(u))

    def planar(self, u):
        return self.real(u).mean(axis=(0, 1))

    def model(self, width):
        """E_lat and planar-averaged U of the Gaussian model charge."""
        n = self.density([(Q, width)])
        u = 8 * np.pi * n * self.inv / EPS
        isolated = Q**2 / (np.sqrt(np.pi) * width * EPS)
        return isolated - self.energy(n, u), self.planar(u)

    def test_electron_energy(self, n, eps):
        """V at the cell corner: energy change per added electron."""
        corner = np.cos(np.pi * sum(self.m))
        electron = self.density([(-1.0, 1.0)]) * corner
        amount, w = 0.5, []
        for sign in (1, -1):
            trial = n + sign * amount * electron
            w.append(self.energy(trial, self.potential(trial, eps)))
        return (w[0] - w[1]) / (2 * amount)


# Radial quantities of the isolated defect
r = np.linspace(1e-6, 30.0, 6001)
eps_r = permittivity(r**2)


def enclosed(parts):
    return sum(c * (erf(r / (np.sqrt(2) * s)) - np.sqrt(2 / np.pi) * r / s
                    * np.exp(-r**2 / (2 * s**2))) for c, s in parts)


def isolated_energy(parts, eps):
    qin = enclosed(parts)
    return simpson(qin**2 / (eps * r**2), x=r) + qin[-1]**2 / (EPS * r[-1])


w_iso = isolated_energy(DEFECT, eps_r)
w_iso_model = Q**2 / (np.sqrt(np.pi) * SIGMA * EPS)
assert abs(isolated_energy([(Q, SIGMA)], EPS) - w_iso_model) < 1e-7

# Supercells of three sizes
rows = []
for side, points in ((16.0, 40), (20.0, 50), (24.0, 60)):
    cell = Cell(side, points)
    n_def = cell.density(DEFECT)
    u_def = cell.potential(n_def, cell.eps)
    w_per = cell.energy(n_def, u_def)
    e_lat, u_mod = cell.model(SIGMA)
    c_u = (cell.planar(u_def) - u_mod)[points // 2]
    e_corr = e_lat - Q * c_u
    assert abs(w_per + e_corr - w_iso) < 1e-5
    rows.append((side, w_per, e_lat, c_u, e_corr, w_per + e_corr))
    if side == 16.0:
        small, n_small, u_small, mod_small = cell, n_def, u_def, u_mod

side, w_per, e_lat, c_u, e_corr_u, _ = rows[0]
vol = side**3
direct = w_iso - w_per

# Electron convention: plateau from the energy of a test electron
v_def = small.test_electron_energy(n_small, small.eps)
v_mod = small.test_electron_energy(small.density([(Q, SIGMA)]), EPS)
c_v = v_def - v_mod
e_corr_v = e_lat + Q * c_v
assert abs(c_v + c_u) < 1e-5
assert abs(e_corr_v - direct) < 1e-5 and abs(e_corr_u - direct) < 1e-5
assert direct > 0 and e_corr_u > 0 and e_corr_v > 0

# Typical errors: wrong sign of the alignment, and mixed potentials
wrong = e_lat - Q * c_v
assert abs(abs(wrong - direct) - 2 * abs(Q * c_u)) < 2e-5
assert abs(wrong - direct) > 1e-3
band = slice(int(0.4 * small.points), int(0.6 * small.points) + 1)
line_def = small.planar(u_small)
flat = np.ptp((line_def - mod_small)[band])
mixed = np.ptp((-line_def - mod_small)[band])
assert flat < 2e-5 and mixed > 50 * flat

# Madelung constant by Ewald summation, and the closed form of E_lat
k = np.arange(-6, 7)
k2 = sum(a**2 for a in np.meshgrid(k, k, k)).ravel().astype(float)
k2 = k2[k2 > 0]
eta = np.sqrt(np.pi)
alpha = -(np.sum(erfc(eta * np.sqrt(k2)) / np.sqrt(k2))
          + np.sum(np.exp(-np.pi**2 * k2 / eta**2) / k2) / np.pi
          - np.pi / eta**2 - 2 * eta / np.sqrt(np.pi))
e_point = alpha * Q**2 / (EPS * side)
e_width = -4 * np.pi * Q**2 * SIGMA**2 / (EPS * vol)
assert abs(e_lat - e_point - e_width) < 1e-9

# Zero-average constant, and its equality with the background energy
qin = enclosed(DEFECT)
c_pt = -8 * np.pi / (3 * vol) * simpson(r * (qin / eps_r - Q / EPS), x=r)
c_pt_model = 4 * np.pi * Q * SIGMA**2 / (EPS * vol)
cum = cumulative_trapezoid(r * (1 / eps_r - 1 / EPS), r, initial=0)
u_b = 8 * np.pi * Q / (3 * vol) * (r**2 / (2 * EPS) - (cum[-1] - cum))
n_r = sum(c * np.exp(-r**2 / (2 * s**2)) / (2 * np.pi * s**2)**1.5
          for c, s in DEFECT)
background = simpson(4 * np.pi * r**2 * n_r * u_b, x=r)
assert abs(background - Q * c_pt) < 1e-6
assert abs(c_pt - c_pt_model - c_u) < 1e-5
assert abs(e_point - Q * c_pt - direct) < 1e-5

# Another model width changes both terms but not their combination
WIDTH2 = 1.5
e_lat2, mod2 = small.model(WIDTH2)
c_u2 = (line_def - mod2)[small.points // 2]
assert abs(e_lat2 - e_lat) > 1e-4
assert abs(e_lat2 - Q * c_u2 - e_corr_u) < 2e-6

# Extreme charge set: same q, yet a negative correction
EXTREME = [(30.0, 1.0), (-31.0, 1.8)]
n_x = small.density(EXTREME)
u_x = small.potential(n_x, small.eps)
direct_x = isolated_energy(EXTREME, eps_r) - small.energy(n_x, u_x)
c_x = (small.planar(u_x) - mod_small)[small.points // 2]
assert direct_x < 0 and abs(e_lat - Q * c_x - direct_x) < 2e-5


def show(label, value, unit="Ry", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("defect charge q", Q, "e", 0)
for c, s in DEFECT:
    print(f"defect Gaussian: charge {c:+.0f} e, width {s:.1f} bohr")
show("permittivity far away", EPS, "", 1)
show("permittivity at defect centre", EPS_CENTRE, "", 1)
show("width of permittivity dip", EPS_WIDTH, "bohr", 1)
show("model charge width", SIGMA, "bohr", 1)
show("cell side L", side, "bohr", 1)
show("Madelung constant alpha", alpha, "", 6)
show("point-charge term of E_lat", e_point)
show("width term of E_lat", e_width)
show("E_lat", e_lat)
show("C_pt of defect (radial integral)", c_pt)
show("C_pt of model", c_pt_model)
show("background integral of n*U_b", background)
show("C_U from planar average", c_u)
show("test electron V, defect cell", v_def)
show("test electron V, model cell", v_mod)
show("C_V from test electron", c_v)
show("-q*C_U", -Q * c_u)
show("+q*C_V", Q * c_v)
show("E_corr, electrostatic convention", e_corr_u)
show("E_corr, electron convention", e_corr_v)
show("isolated energy W_iso", w_iso)
show("periodic energy W_per", w_per)
show("direct W_iso - W_per", direct)
show("E_corr in eV", e_corr_u * RY_EV, "eV", 4)
show("wrong sign: E_lat - q*C_V", wrong)
show("error of wrong sign", wrong - direct)
show("error of wrong sign in eV", (wrong - direct) * RY_EV, "eV", 4)
print("planar range over z/L = 0.4 to 0.6:")
show("  same convention", flat, "Ry", 7)
show("  mixed conventions", mixed, "Ry", 7)
print("L (bohr), then in Ry: W_per, E_lat, C_U, E_corr, corrected")
for row in rows:
    print(f"{row[0]:.0f} " + " ".join(f"{v:.6f}" for v in row[1:]))
show("second model width", WIDTH2, "bohr", 1)
show("  E_lat", e_lat2)
show("  C_U", c_u2)
show("  E_corr", e_lat2 - Q * c_u2)
print("extreme case: charges "
      + ", ".join(f"{c:+.0f}" for c, s in EXTREME) + " e, same widths")
show("  C_U", c_x)
show("  E_corr", e_lat - Q * c_x)
show("  direct W_iso - W_per", direct_x)
print("all good")
```

Output:

```
defect charge q: -1 e
defect Gaussian: charge +3 e, width 1.0 bohr
defect Gaussian: charge -4 e, width 1.8 bohr
permittivity far away: 10.0
permittivity at defect centre: 4.0
width of permittivity dip: 1.5 bohr
model charge width: 1.0 bohr
cell side L: 16.0 bohr
Madelung constant alpha: 2.837297
point-charge term of E_lat: 0.017733 Ry
width term of E_lat: -0.000307 Ry
E_lat: 0.017426 Ry
C_pt of defect (radial integral): -0.003323 Ry
C_pt of model: -0.000307 Ry
background integral of n*U_b: 0.003323 Ry
C_U from planar average: -0.003020 Ry
test electron V, defect cell: -0.006390 Ry
test electron V, model cell: -0.009411 Ry
C_V from test electron: 0.003020 Ry
-q*C_U: -0.003020 Ry
+q*C_V: -0.003020 Ry
E_corr, electrostatic convention: 0.014406 Ry
E_corr, electron convention: 0.014406 Ry
isolated energy W_iso: 0.107771 Ry
periodic energy W_per: 0.093363 Ry
direct W_iso - W_per: 0.014408 Ry
E_corr in eV: 0.1960 eV
wrong sign: E_lat - q*C_V: 0.020447 Ry
error of wrong sign: 0.006039 Ry
error of wrong sign in eV: 0.0822 eV
planar range over z/L = 0.4 to 0.6:
  same convention: 0.0000032 Ry
  mixed conventions: 0.0015676 Ry
L (bohr), then in Ry: W_per, E_lat, C_U, E_corr, corrected
16 0.093363 0.017426 -0.003020 0.014406 0.107769
20 0.095286 0.014029 -0.001545 0.012484 0.107770
24 0.096934 0.011731 -0.000894 0.010837 0.107771
second model width: 1.5 bohr
  E_lat: 0.017043 Ry
  C_U: -0.002637 Ry
  E_corr: 0.014406 Ry
extreme case: charges +30, -31 e, same widths
  C_U: -0.024768 Ry
  E_corr: -0.007342 Ry
  direct W_iso - W_per: -0.007341 Ry
all good
```
